# How one atom's mass enters the Vineyard prefactor: test program

```python
"""
Result under test: for the Vineyard prefactor
    nu = product(stable frequencies, minimum) / product(stable frequencies, saddle)
the derivative d ln(nu) / d ln(m_a) equals -w_a/2, where w_a is the sum of the
squared components of atom a in the normalized mass-weighted unstable mode.
Symbols: m_a mass of atom a; hess force constants; w weight; r mass ratio;
f tracer correlation factor. Lengths nm, energies eV, masses u.
The example is a vacancy hop in an fcc Morse crystal with rough lead-like
parameters. It is a model, not a prediction of measured properties of lead.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import minimize_scalar

MORSE = {"depth": 0.23, "alpha": 12.0, "distance": 0.37}
SWITCH_START, CUTOFF = 0.50, 0.72
HOST_MASS, TEMPERATURE = 207.2, 500.0
# converts an eigenvalue in eV/(nm^2 u) to s^-2
TO_SI = const.e / (1e-18 * const.atomic_mass)
KT = const.k * TEMPERATURE


def pair_terms(r):
    """Switched Morse energy and its first two radial derivatives."""
    depth, alpha, distance = MORSE["depth"], MORSE["alpha"], MORSE["distance"]
    x = np.exp(-alpha * (r - distance))
    v = depth * (x * x - 2 * x)
    v1 = -2 * depth * alpha * (x * x - x)
    v2 = 2 * depth * alpha**2 * (2 * x * x - x)
    width = CUTOFF - SWITCH_START
    t = np.clip((r - SWITCH_START) / width, 0, 1)
    s = 1 - 10 * t**3 + 15 * t**4 - 6 * t**5
    s1 = (-30 * t**2 + 60 * t**3 - 30 * t**4) / width
    s2 = (-60 * t + 180 * t**2 - 120 * t**3) / width**2
    return v * s, v1 * s + v * s1, v2 * s + 2 * v1 * s1 + v * s2


def energy_terms(pos, box):
    """Energy, gradient and Hessian with the nearest periodic image."""
    n = len(pos)
    d = pos[:, None] - pos[None]
    d -= box * np.round(d / box)
    r = np.sqrt((d**2).sum(-1))
    np.fill_diagonal(r, 10.0)
    v, v1, v2 = pair_terms(r)
    grad = ((v1 / r)[..., None] * d).sum(1).ravel()
    blocks = -((v2 - v1 / r) / r**2)[..., None, None] * d[..., :, None] * d[..., None, :]
    blocks -= (v1 / r)[..., None, None] * np.eye(3)
    diag = np.arange(n)
    blocks[diag, diag] = 0
    blocks[diag, diag] = -blocks.sum(1)
    hess = blocks.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
    return v.sum() / 2, grad, (hess + hess.T) / 2


def find_stationary(pos, box, order):
    """Newton search for a minimum (order 0) or first-order saddle (order 1)."""
    pos = pos.copy()
    for _ in range(100):
        energy, grad, hess = energy_terms(pos, box)
        if abs(grad).max() < 1e-9:
            return pos, energy, hess
        curv, vec = eigh(hess)
        signed = abs(curv)
        if order == 1:
            signed[0] *= -1
        keep = abs(curv) > 1e-6 * curv[-1]
        step = -vec[:, keep] @ ((vec[:, keep].T @ grad) / signed[keep])
        step *= min(1.0, 0.02 / max(abs(step).max(), 1e-30))
        pos += step.reshape(-1, 3)
    raise RuntimeError("stationary point not found")


def dynamical(hess, masses):
    root = np.sqrt(np.repeat(masses, 3))
    return hess / np.outer(root, root)


def spectra(hmin, hsad, masses, zeros=3):
    """Stable eigenvalues at both points and the unstable eigenvalue."""
    low = eigvalsh(dynamical(hmin, masses))
    top = eigvalsh(dynamical(hsad, masses))
    cut = 1e-7 * low[-1]
    stable_min, stable_sad = low[low > cut], top[top > cut]
    assert len(stable_min) == len(low) - zeros
    assert len(stable_sad) == len(top) - zeros - 1 and top[0] < -cut
    return stable_min, stable_sad, top[0]


def log_vineyard(hmin, hsad, masses, zeros=3):
    low, top, _ = spectra(hmin, hsad, masses, zeros)
    return 0.5 * (np.log(low).sum() - np.log(top).sum())


def weights(hsad, masses):
    lam, vec = eigh(dynamical(hsad, masses))
    return (vec[:, 0].reshape(-1, 3)**2).sum(1), lam, vec


def scaled(masses, atom, ratio):
    out = masses.copy()
    out[atom] *= ratio
    return out


def mass_slope(function, masses, atom, h=1e-3):
    """Central difference with respect to the logarithm of one mass."""
    plus = function(scaled(masses, atom, np.exp(h)))
    minus = function(scaled(masses, atom, np.exp(-h)))
    return (plus - minus) / (2 * h)


def fcc_sites(cells, a):
    basis = np.array([[0, 0, 0], [.5, .5, 0], [.5, 0, .5], [0, .5, .5]])
    corners = np.array(list(itertools.product(range(cells), repeat=3)))
    return a * (corners[:, None] + basis[None]).reshape(-1, 3)


def lattice_constant():
    energy = lambda a: energy_terms(fcc_sites(3, a), 3 * a)[0]
    found = minimize_scalar(energy, bounds=(0.482, 0.54), method="bounded",
                            options={"xatol": 1e-9})
    assert 0.483 < found.x < 0.539
    return found.x


def vacancy_hop(cells, a):
    """Remove the origin atom; atom 0 of the remainder is the jumping atom."""
    box = cells * a
    start = fcc_sites(cells, a)[1:]
    middle = start.copy()
    middle[0] = [a / 4, a / 4, 0]
    pmin, emin, hmin = find_stationary(start, box, 0)
    psad, esad, hsad = find_stationary(middle, box, 1)
    masses = np.full(len(start), HOST_MASS)
    weight = weights(hsad, masses)[0]
    lognu = log_vineyard(hmin, hsad, masses)
    return dict(box=box, pmin=pmin, psad=psad, emin=emin, barrier=esad - emin,
                hmin=hmin, hsad=hsad, masses=masses, weight=weight,
                nu=np.exp(lognu) * np.sqrt(TO_SI) / (2 * np.pi * 1e12))


a0 = lattice_constant()
small = vacancy_hop(3, a0)
large = vacancy_hop(4, a0)
rng = np.random.default_rng(4)

# analytic gradient and Hessian against finite differences
trial = small["pmin"] + rng.normal(0, 0.003, small["pmin"].shape)
direction = rng.normal(size=trial.shape)
direction /= np.linalg.norm(direction)
h = 1e-5
ep, gp, _ = energy_terms(trial + h * direction, small["box"])
em, gm, _ = energy_terms(trial - h * direction, small["box"])
_, g0, k0 = energy_terms(trial, small["box"])
assert abs((ep - em) / (2 * h) - g0 @ direction.ravel()) < 1e-5
assert np.allclose((gp - gm) / (2 * h), k0 @ direction.ravel(), atol=1e-3)

# the saddle joins two equivalent vacancy states
unstable = eigh(small["hsad"])[1][:, 0].reshape(-1, 3)
ends = []
for sign in (-1, 1):
    p, e, _ = find_stationary(small["psad"] + sign * 0.03 * unstable, small["box"], 0)
    assert abs(e - small["emin"]) < 1e-7
    ends.append(p[0])
hop_length = np.linalg.norm(ends[1] - ends[0])
assert hop_length > 0.8 * a0 / np.sqrt(2)

# main law for random masses, from complete frequency products
mixed = rng.uniform(50, 250, len(small["masses"]))
wmix, lam, vec = weights(small["hsad"], mixed)
nu_small = lambda m: log_vineyard(small["hmin"], small["hsad"], m)
near_small = np.argsort(np.linalg.norm(
    (small["psad"] - small["psad"][0] + small["box"] / 2) % small["box"]
    - small["box"] / 2, axis=1))[1:5]
worst = 0.0
for atom in (0, near_small[0], near_small[2]):
    error = abs(mass_slope(nu_small, mixed, atom) + wmix[atom] / 2)
    worst = max(worst, error)
assert worst < 1e-6

# determinant form, with the three translations removed
kmin, ksad = eigvalsh(small["hmin"]), eigvalsh(small["hsad"])
cut = 1e-7 * kmin[-1]
logdet = lambda k: np.log(abs(k[abs(k) > cut])).sum()
det_form = 0.5 * (np.log(-lam[0]) + logdet(kmin) - logdet(ksad))
assert abs(det_form - nu_small(mixed)) < 1e-8

# derivative of the weight and bounds for finite mass changes
overlap = vec[:3, :].T @ vec[:3, 0]
formula = (overlap[1:]**2 * (lam[1:] + lam[0]) / (lam[1:] - lam[0])).sum()
numeric = mass_slope(lambda m: weights(small["hsad"], m)[0][0], mixed, 0)
assert abs(formula - numeric) < 1e-5
assert abs(numeric) <= wmix[0] * (1 - wmix[0])


def finite_bounds(w, r):
    return (1 - w + w * r)**-0.5, (1 - w + w / r)**0.5


for ratio in (0.2, 0.5, 2.0, 5.0):
    actual = np.exp(nu_small(scaled(mixed, 0, ratio)) - nu_small(mixed))
    lower, upper = finite_bounds(wmix[0], ratio)
    assert lower < actual < upper

# free cluster: tetrahedral minimum and planar rhombic saddle
r0 = MORSE["distance"]
tetra = r0 / np.sqrt(8) * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1.]])
rhomb = r0 * np.array([[0, .5, 0], [0, -.5, 0], [3**.5 / 2, 0, 0], [-3**.5 / 2, 0, 0]])
ptet, _, htet = find_stationary(tetra, 100.0, 0)
prho, _, hrho = find_stationary(rhomb, 100.0, 1)
cluster_mass = np.array([100., 120., 110., 90.])


def log_inertia(pos, m):
    x = pos - (m[:, None] * pos).sum(0) / m.sum()
    tensor = (m * (x**2).sum(1)).sum() * np.eye(3) - (m[:, None] * x).T @ x
    return np.linalg.slogdet(tensor)[1]


bare = lambda m: log_vineyard(htet, hrho, m, zeros=6)
full = lambda m: bare(m) + 0.5 * (log_inertia(prho, m) - log_inertia(ptet, m))
cluster_w = weights(hrho, cluster_mass)[0][2]
bare_slope = mass_slope(bare, cluster_mass, 2)
full_slope = mass_slope(full, cluster_mass, 2)
assert abs(full_slope + cluster_w / 2) < 1e-6
assert abs(bare_slope + cluster_w / 2) > 0.01


def correlation_factor(exchange=1.0, reach=6):
    """Vacancy walk around a tracer; other exchange rates are one."""
    steps = [s for s in itertools.product((-1, 0, 1), repeat=3)
             if sum(x * x for x in s) == 2]
    sites = [s for s in itertools.product(range(-reach, reach + 1), repeat=3)
             if sum(s) % 2 == 0 and any(s)]
    index = {s: i for i, s in enumerate(sites)}
    matrix = np.eye(len(sites))
    neighbours = set(steps)
    for s, i in index.items():
        total = 11 + exchange if s in neighbours else 12
        for step in steps:
            target = tuple(x + y for x, y in zip(s, step))
            if target in index:
                matrix[index[target], i] -= 1 / total
    source = np.zeros(len(sites))
    first = steps[0]
    source[index[first]] = 1
    visits = np.linalg.solve(matrix, source)
    cosine = -sum(visits[index[s]] * exchange / (11 + exchange)
                  * np.dot(s, first) / 2 for s in steps)
    return (1 + cosine) / (1 - cosine)


f_small, f_large = correlation_factor(), correlation_factor(reach=8)
assert abs(f_small - f_large) < 0.003
dg = 1e-3
tracer_slope = 1 + (np.log(correlation_factor(np.exp(dg)))
                    - np.log(correlation_factor(np.exp(-dg)))) / (2 * dg)
assert abs(tracer_slope - f_small) < 1e-6

# worked example in the larger cell
mass, weight = large["masses"], large["weight"]
w = weight[0]
nu_large = lambda m: log_vineyard(large["hmin"], large["hsad"], m)
slope = mass_slope(nu_large, mass, 0)
assert abs(slope + w / 2) < 1e-6
separation = large["psad"] - large["psad"][0]
separation -= large["box"] * np.round(separation / large["box"])
window = np.argsort(np.linalg.norm(separation, axis=1))[1:5]
window_distance = np.linalg.norm(separation[window], axis=1).mean()
lam_u = spectra(large["hmin"], large["hsad"], mass)[2]
omega_u = np.sqrt(-lam_u * TO_SI)
light, heavy = 204.0, 208.0
light_masses = scaled(mass, 0, light / HOST_MASS)
heavy_masses = scaled(mass, 0, heavy / HOST_MASS)
isotope = np.exp(nu_large(light_masses) - nu_large(heavy_masses))
power = (light / heavy)**(-w / 2)
w_heavy = weights(large["hsad"], heavy_masses)[0][0]
lower, upper = finite_bounds(w_heavy, light / heavy)
assert lower < isotope < upper and abs(isotope - power) < 1e-5


def log_quantum(m):
    """Logarithm of quantum over classical harmonic rate."""
    low, top, bad = spectra(large["hmin"], large["hsad"], m)
    x = lambda q: const.hbar * np.sqrt(q * TO_SI) / KT
    mode = lambda q: np.log((x(q) / 2) / np.sinh(x(q) / 2)).sum()
    u = x(-bad)
    assert u < 2 * np.pi
    return mode(top) - mode(low) + np.log((u / 2) / np.sin(u / 2))


quantum_factor = np.exp(log_quantum(mass))
quantum_shift = mass_slope(log_quantum, mass, 0, h=1e-2)
crossover = const.hbar * omega_u / (2 * np.pi * const.k)
hop_rate = large["nu"] * 1e12 * np.exp(-large["barrier"] * const.e / KT)

# effects of lattice expansion and pair-potential range, in the smaller cell
expanded = vacancy_hop(3, 1.01 * a0)
base_alpha = MORSE["alpha"]
MORSE["alpha"] = 13.0
a_changed = lattice_constant()
changed = vacancy_hop(3, a_changed)
changed_alpha = MORSE["alpha"]
MORSE["alpha"] = base_alpha
assert abs(w - small["weight"][0]) < 0.03


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Morse depth", MORSE["depth"], "eV")
show("Morse range parameter", MORSE["alpha"], "nm^-1")
show("Morse pair distance", MORSE["distance"], "nm")
show("Switching starts", SWITCH_START, "nm")
show("Potential cutoff", CUTOFF, "nm")
show("Host mass", HOST_MASS, "u")
show("Temperature", TEMPERATURE, "K")
show("Relaxed lattice constant", a0, "nm")
show("Atoms in smaller cell", len(small["masses"]))
show("Atoms in larger cell", len(mass))
show("Jump length between relaxed ends, smaller cell", hop_length, "nm")
show("Mean jumper-window distance at saddle", window_distance, "nm")
show("Barrier, larger cell", large["barrier"], "eV")
show("Barrier shift, larger minus smaller", large["barrier"] - small["barrier"], "eV", 3)
show("Vineyard prefactor, larger cell", large["nu"], "THz")
show("Prefactor shift, larger minus smaller", large["nu"] - small["nu"], "THz", 3)
show("Unstable frequency magnitude", omega_u / (2 * np.pi * 1e12), "THz")
show("Classical hop rate into one vacancy", hop_rate, "s^-1", 4)
show("Jumping-atom weight w", w, digits=6)
show("Weight shift, larger minus smaller", w - small["weight"][0], digits=3)
show("Combined weight of four window atoms", weight[window].sum())
show("Combined weight of all other atoms", 1 - w - weight[window].sum())
show("Mass exponent from frequency products", slope, digits=7)
show("Mass exponent from -w/2", -w / 2, digits=7)
show("Largest random-mass exponent error", worst, digits=2)
show("Random-mass test: jumper weight", wmix[0])
show("Random-mass test: dw/dln(m), difference", numeric)
show("Random-mass test: dw/dln(m), formula", formula)
show("Light jumping-atom mass", light, "u")
show("Heavy jumping-atom mass", heavy, "u")
show("Light/heavy prefactor ratio, frequencies", isotope, digits=8)
show("Light/heavy prefactor ratio, power law", power, digits=8)
show("Light/heavy lower bound", lower, digits=8)
show("Light/heavy upper bound", upper, digits=8)
show("Light/heavy inverse-square-root mass ratio", np.sqrt(heavy / light), digits=8)
show("Free cluster: -w/2", -cluster_w / 2)
show("Free cluster: bare frequency exponent", bare_slope)
show("Free cluster: exponent with inertia", full_slope)
show("Quantum/classical harmonic rate", quantum_factor, digits=7)
show("Quantum shift of mass exponent", quantum_shift, digits=3)
show("Tunnelling crossover temperature", crossover, "K")
show("Lattice expansion tested", 100 * (expanded["box"] / small["box"] - 1), "%")
show("Expansion shift of w", expanded["weight"][0] - small["weight"][0], digits=3)
show("Expansion shift of prefactor", expanded["nu"] - small["nu"], "THz", 3)
show("Expansion shift of barrier", expanded["barrier"] - small["barrier"], "eV", 3)
show("Changed Morse range parameter", changed_alpha, "nm^-1")
show("Lattice constant with changed range", a_changed, "nm")
show("Range-change shift of w", changed["weight"][0] - small["weight"][0], digits=3)
show("Range-change shift of prefactor", changed["nu"] - small["nu"], "THz", 3)
show("Range-change shift of barrier", changed["barrier"] - small["barrier"], "eV", 3)
show("Tracer correlation factor f", f_large)
show("Correlation-factor shift with walk region", f_large - f_small, digits=3)
show("dln(D)/dln(exchange rate), smaller region", tracer_slope)
show("Correlation factor, smaller region", f_small)
show("Tracer-diffusion mass exponent -f*w/2", -f_large * w / 2)
print("ALL CHECKS PASSED")
```

It prints:

```
Morse depth: 0.23 eV
Morse range parameter: 12 nm^-1
Morse pair distance: 0.37 nm
Switching starts: 0.5 nm
Potential cutoff: 0.72 nm
Host mass: 207.2 u
Temperature: 500 K
Relaxed lattice constant: 0.49276 nm
Atoms in smaller cell: 107
Atoms in larger cell: 255
Jump length between relaxed ends, smaller cell: 0.33401 nm
Mean jumper-window distance at saddle: 0.32526 nm
Barrier, larger cell: 0.63353 eV
Barrier shift, larger minus smaller: 0.00203 eV
Vineyard prefactor, larger cell: 1.8821 THz
Prefactor shift, larger minus smaller: 0.193 THz
Unstable frequency magnitude: 1.0381 THz
Classical hop rate into one vacancy: 7.744e+05 s^-1
Jumping-atom weight w: 0.944429
Weight shift, larger minus smaller: 0.00138
Combined weight of four window atoms: 0.013283
Combined weight of all other atoms: 0.042288
Mass exponent from frequency products: -0.4722144
Mass exponent from -w/2: -0.4722144
Largest random-mass exponent error: 2.1e-10
Random-mass test: jumper weight: 0.94269
Random-mass test: dw/dln(m), difference: -0.00070655
Random-mass test: dw/dln(m), formula: -0.00070655
Light jumping-atom mass: 204 u
Heavy jumping-atom mass: 208 u
Light/heavy prefactor ratio, frequencies: 1.0092116
Light/heavy prefactor ratio, power law: 1.0092117
Light/heavy lower bound: 1.0092067
Light/heavy upper bound: 1.0092167
Light/heavy inverse-square-root mass ratio: 1.0097563
Free cluster: -w/2: -0.11796
Free cluster: bare frequency exponent: -0.1712
Free cluster: exponent with inertia: -0.11796
Quantum/classical harmonic rate: 0.9968564
Quantum shift of mass exponent: -0.000783
Tunnelling crossover temperature: 7.9295 K
Lattice expansion tested: 1 %
Expansion shift of w: 0.00131
Expansion shift of prefactor: -0.638 THz
Expansion shift of barrier: -0.0407 eV
Changed Morse range parameter: 13 nm^-1
Lattice constant with changed range: 0.50223 nm
Range-change shift of w: 0.011
Range-change shift of prefactor: 0.0563 THz
Range-change shift of barrier: 0.115 eV
Tracer correlation factor f: 0.78191
Correlation-factor shift with walk region: -0.000513
dln(D)/dln(exchange rate), smaller region: 0.78242
Correlation factor, smaller region: 0.78242
Tracer-diffusion mass exponent -f*w/2: -0.36923
ALL CHECKS PASSED
```
